# Tracer correlation for interstitialcy diffusion through tetrahedral sites in diamond

## Problem

Consider a model crystal with the diamond structure in which self-interstitials rest on tetrahedral (T) sites. An interstitial moves by replacement: it enters a nearest atom site and expels the atom there, which becomes the new interstitial on another T site. All noncollinear exits to the nearest T sites are equally likely. A few atoms are labelled but otherwise identical to their hosts; these are the tracers.

Let \(D_I\) be the diffusivity of the interstitial as a defect, whichever atom embodies it, \(x_I\) the number of interstitials per atom, and \(D^*\) the tracer diffusivity. Two different numbers can be called a correlation factor:

- The jump correlation factor \(f\) is the mean square displacement of a tracer after many jumps, divided by its value for the same jumps in independent directions.
- The transport factor is \(f_I=D^*/(x_I D_I)\). It converts defect transport into tracer transport.

Find both. Then find \(D^*\) and the diffusion length for labelled silicon atoms near 1100 °C, taking the rough round values \(a=0.54\) nm for the lattice constant, \(C_I=10^{13}\ \mathrm{cm^{-3}}\) for the interstitial density, \(D_I=10^{-5}\ \mathrm{cm^2/s}\), and an anneal of 10 h.

Assume that interstitials are dilute, that each event is independent of how the interstitial arrived, and that there are no vacancies and no direct hops between T sites.

## Geometry

Put an atom site at the origin. Its four nearest T sites lie at \(s\mathbf e_j\), with \(s=\sqrt3\,a/4\) and

\[
\mathbf e_1=\tfrac{(-1,-1,-1)}{\sqrt3},\quad
\mathbf e_2=\tfrac{(-1,1,1)}{\sqrt3},\quad
\mathbf e_3=\tfrac{(1,-1,1)}{\sqrt3},\quad
\mathbf e_4=\tfrac{(1,1,-1)}{\sqrt3}.
\]

These unit vectors obey

\[
\sum_j\mathbf e_j=0,\qquad \mathbf e_j\cdot\mathbf e_k=-\tfrac13\quad(j\ne k).
\]

The four bonded neighbours of the atom lie on the opposite side, at \(-s\mathbf e_j\). An interstitial that enters from \(s\mathbf e_j\) therefore cannot drive the atom straight ahead, because the site at \(-s\mathbf e_j\) is occupied. Three exits remain, \(s\mathbf e_k\) with \(k\ne j\). A threefold axis along \(\mathbf e_j\) turns them into one another, so their equal weights follow from symmetry once memory is neglected.

Seen from a T site, the four nearest atom sites lie at \(-s\mathbf e_j\). They belong to one of the two fcc sublattices of the diamond structure. The T sites reached by successive replacements form an fcc lattice too, and an atom stays on its own sublattice. On the other sublattice all the vectors change sign, which leaves the diffusivities unchanged.

## First estimate by scaling

One event moves two atoms, each by \(s\). The incoming atom moves by \(-s\mathbf e_j\) and the expelled atom by \(+s\mathbf e_k\). The defect moves by the sum, whose square is

\[
s^2|\mathbf e_k-\mathbf e_j|^2=s^2\left(2+\tfrac23\right)=\tfrac83s^2=\tfrac{a^2}{2},
\]

since \(s^2=3a^2/16\). If the jumps of each atom were independent, the squared atomic displacement per event would be \(2s^2\), and

\[
f_I\approx\frac{2s^2}{8s^2/3}=\frac34 .
\]

The ratio is below one because the two atomic moves in an event point partly the same way: their cosine is \(-\mathbf e_j\cdot\mathbf e_k=1/3\). The defect gains from this cross term. A tracer does not, since the two moves belong to different atoms.

A small correction comes from the interstitial that has just been left beside the tracer. With probability \(1/4\) its next event expels the tracer again. Suppose the tracer entered its site from \(s\mathbf e_k\), so that it moved along \(-\mathbf e_k\). The interstitial is then on one of the other three T sites, and its mean direction is

\[
\frac13\sum_{j\ne k}\mathbf e_j=-\frac13\mathbf e_k .
\]

A push from \(s\mathbf e_j\) sends the tracer to one of the three sites other than \(s\mathbf e_j\), so its mean direction is \(-\mathbf e_j/3\). Averaged over \(j\), this is \(+\mathbf e_k/9\), which opposes the earlier move. Counting the immediate push alone, the mean cosine between the two moves is \(-\tfrac14\cdot\tfrac19=-1/36\). One such pair occurs for every two tracer jumps, and a cross term enters a squared sum twice, so

\[
f\approx1-\frac1{36}=0.972,\qquad f_I\approx\frac34\cdot\frac{35}{36}=0.729 .
\]

Later returns of the interstitial are missing from this estimate.

## Exact solution within the model

**Defect diffusion.** Let \(\Gamma\) be the total event rate of one interstitial. It chooses one of four atom sites and then one of three exits, whatever its past. The mean of \(s(\mathbf e_k-\mathbf e_j)\) over these twelve choices is zero, so successive defect displacements are uncorrelated. In three dimensions

\[
D_I=\frac{\Gamma}{6}\,\frac{a^2}{2}=\frac{\Gamma a^2}{12}.
\]

**From \(f\) to \(f_I\).** Each event contains two atomic jumps. An atom therefore jumps at the mean rate \(2\Gamma x_I\), averaged over all the time it spends on atom sites and on T sites. By the definition of \(f\),

\[
D^*=\frac{f}{6}\,(2\Gamma x_I)s^2 .
\]

Division by \(x_I D_I=x_I\Gamma a^2/12\) gives

\[
f_I=\frac{4fs^2}{a^2}=\frac34 f .
\]

**Which jumps are correlated.** Write the tracer displacement as \(\mathbf R=s\sum_i\mathbf u_i\), with unit vectors \(\mathbf u_i\). After \(n\) jumps,

\[
\langle R^2\rangle=s^2\Big[n+2\sum_{i<l}\langle\mathbf u_i\cdot\mathbf u_l\rangle\Big].
\]

The jumps alternate between "in" (from a T site to an atom site) and "out" (from an atom site to a T site).

An "in" jump has direction \(-\mathbf e_k\), with \(k\) equally likely to be any of the four indices whatever came before. Its mean is zero, so it is uncorrelated with every earlier jump.

An "out" jump depends on the past through the "in" jump just before it: once \(k\) is known, the interstitial is on each of the other three T sites with probability \(1/3\), and earlier history has no further influence. For jumps before that "in" jump, one averages over \(k\). The mean "out" vector is proportional to \(\mathbf e_k\), and \(\sum_k\mathbf e_k=0\), so these correlations vanish.

What remains is the pair "in, then next out". Let \(c\) be its mean cosine. There are \(n/2\) such pairs in a long sequence, so

\[
f=1+\frac2n\,\frac n2\,c=1+c .
\]

**The return amplitude.** The interstitial may wander before it expels the tracer, or it may escape for good. Start it at \(s\mathbf e_j\) beside the tracer. Average the direction of the T site from which it next expels the tracer, counting escape as zero. By the threefold symmetry about \(\mathbf e_j\), this average has the form \(\lambda\mathbf e_j\). The two factors of \(-1/3\) found in the estimate then give a mean "out" direction

\[
-\frac13\lambda\left(-\frac13\mathbf e_k\right)=\frac{\lambda}{9}\mathbf e_k .
\]

Its product with the "in" direction \(-\mathbf e_k\) is

\[
c=-\frac{\lambda}{9}.
\]

If the interstitial escapes, the next push comes from another one. In the dilute limit it arrives from far away, is equally likely to push from each of the four sides, and contributes nothing to \(c\).

**Equation for \(\lambda\).** Extend the average to any starting T site \(\mathbf t\) and call it \(\boldsymbol\phi(\mathbf t)\), so that \(\boldsymbol\phi(s\mathbf e_j)=\lambda\mathbf e_j\). Away from the tracer, one event takes the interstitial to one of its twelve fcc neighbours, and \(\boldsymbol\phi\) equals the average over them.

At \(\mathbf t=s\mathbf e_j\), three of the twelve events pass through the tracer site. They end the process with the value \(\mathbf e_j\). The other nine continue it:

\[
\lambda\mathbf e_j=\frac14\mathbf e_j+\frac1{12}\sum_{9\ \text{others}}\boldsymbol\phi .
\]

The three neighbours missing from the sum are the other T sites around the tracer. Their values add up to \(\lambda\sum_{k\ne j}\mathbf e_k=-\lambda\mathbf e_j\). Adding and subtracting them gives

\[
\lambda\mathbf e_j=\frac1{12}\sum_{\text{all }12}\boldsymbol\phi+q\,\mathbf e_j,
\qquad q=\frac14+\frac{\lambda}{12}.
\]

Thus \(\boldsymbol\phi\) obeys the equation of an unobstructed fcc walk with four sources \(q\mathbf e_k\).

Let \(G(\mathbf t)\) be the expected number of visits to the origin by this walk when it starts at \(\mathbf t\), including a visit at the start. In three dimensions it is finite and vanishes at large distance. It satisfies

\[
G(\mathbf t)-\frac1{12}\sum_{\text{neighbours}}G=\delta_{\mathbf t,0}.
\]

The solution for \(\boldsymbol\phi\) that vanishes at infinity is

\[
\boldsymbol\phi(\mathbf t)=q\sum_kG(\mathbf t-s\mathbf e_k)\,\mathbf e_k .
\]

For a given \(q\) it is unique. The difference of two solutions would equal its neighbour average everywhere and vanish at infinity, so no component could have a positive maximum or a negative minimum.

The four T sites around the tracer are mutual nearest neighbours. With \(G_0\) and \(G_1\) the values of \(G\) at the origin and at a nearest neighbour,

\[
\lambda\mathbf e_j=q\Big(G_0\mathbf e_j+G_1\sum_{k\ne j}\mathbf e_k\Big)=q(G_0-G_1)\mathbf e_j .
\]

The equation for \(G\) at the origin, where all twelve neighbours have the value \(G_1\), reads \(G_0-G_1=1\). No lattice integral is needed. Hence \(\lambda=q\), and

\[
\lambda=\frac14+\frac{\lambda}{12}
\quad\Longrightarrow\quad
\frac{11}{12}\lambda=\frac14
\quad\Longrightarrow\quad
\lambda=\frac3{11}.
\]

The two factors follow:

\[
c=-\frac1{33},\qquad
f=\frac{32}{33}\approx0.970,\qquad
f_I=\frac34\cdot\frac{32}{33}=\frac8{11}\approx0.727 .
\]

The value 0.727 is therefore the transport factor. Successive jumps of a tracer are nearly independent, with a factor of 0.970.

## A finite crystal as a second case

Consider a crystal repeated periodically with a cubic cell, which keeps the twelve neighbours of a T site equivalent. The cell has \(N\) atom sites on the sublattice concerned and one interstitial, hence \(N+1\) atoms on that sublattice and its T sites. Only these atoms can take part, so \(x_I\) is counted over them here: \(x_I=1/(N+1)\). The interstitial cannot escape, so \(f\) must change with \(N\).

On a periodic lattice the unit source of \(G\) needs a uniform compensating background \(-1/N\). The equation at the origin becomes \(G_0-G_1=1-1/N\). The backgrounds of the four sources cancel because \(\sum_k\mathbf e_k=0\). A constant vector could still be added to \(\boldsymbol\phi\), but the four values \(\lambda\mathbf e_j\) sum to zero, which sets it to zero. Therefore

\[
\lambda_N=\left(1-\frac1N\right)\left(\frac14+\frac{\lambda_N}{12}\right).
\]

Multiplying by \(12N\) gives \(12N\lambda_N=(N-1)(3+\lambda_N)\), so

\[
\lambda_N=\frac{3(N-1)}{11N+1}.
\]

With \(f=1-\lambda_N/9\), the transport factor is

\[
f_I(N)=\frac34\left[1-\frac{N-1}{3(11N+1)}\right]
=\frac34\cdot\frac{32N+4}{33N+3}=\frac{8N+1}{11N+1}.
\]

This can be compared with a calculation that does not single out pairs of jumps. Treat the tracer and the interstitial together as a Markov chain. Its states are the \(N\) positions of the interstitial relative to a tracer on an atom site, and one state in which the tracer is the interstitial. All \(N+1\) states are equally probable in the long run. Solving linear equations for the expected future displacement from each state gives the full long-time tracer diffusivity. The result is \(f_I=0.7280453\) for \(N=32\) and \(0.7273223\) for \(N=500\), in agreement with the formula to all digits shown. As \(N\to\infty\), the formula tends to \(8/11\).

## Silicon example

The diamond cell holds eight atoms, so the atom density is \(8/a^3=5.08\times10^{22}\ \mathrm{cm^{-3}}\), and

\[
x_I=\frac{10^{13}}{5.08\times10^{22}}=1.97\times10^{-10},\qquad
x_ID_I=1.97\times10^{-15}\ \mathrm{cm^2/s}.
\]

The tracer diffusivity is

\[
D^*=\frac8{11}\left(1.97\times10^{-15}\right)=1.43\times10^{-15}\ \mathrm{cm^2/s}.
\]

For \(t=3.6\times10^4\) s the diffusion length is

\[
2\sqrt{D^*t}=2\sqrt{(1.431\times10^{-15})(3.6\times10^4)}\ \mathrm{cm}
=1.44\times10^{-5}\ \mathrm{cm}=144\ \mathrm{nm}.
\]

The rates show whether a long-time description is suitable. One interstitial makes \(\Gamma=12D_I/a^2=4.1\times10^{10}\) events per second. A given atom jumps at the mean rate \(2\Gamma x_I=16\ \mathrm{s^{-1}}\), or about \(5.8\times10^5\) times during the anneal. That is ample for a diffusion law. The small \(x_I\) also supports treating encounters with different interstitials separately.

## Comparison of estimate and solution

| Treatment | \(f\) | \(f_I\) |
|---|---:|---:|
| Independent jumps | 1 | 0.750 |
| Immediate push included | 0.972 | 0.729 |
| All returns included | 0.970 | 0.727 |

Relative to the full result, the independent-jump estimate of \(f_I\) is 3.1 % too high, and the estimate with the immediate push is 0.3 % too high. Most of the difference between \(f_I\) and one comes from the geometry of a single event.

The one-push estimate works well because later returns carry little directional information. Suppose the interstitial leaves \(s\mathbf e_j\) without expelling the tracer. Let \(p_s\) be the probability that this happens and that its next arrival beside the tracer is at the same T site, and \(p_o\) the corresponding probability for each of the other three. Since \(\sum_{k\ne j}\mathbf e_k=-\mathbf e_j\),

\[
\lambda=\frac14+(p_s-p_o)\lambda .
\]

Comparison with the equation solved above gives \(p_s-p_o=1/12\). Expanding in the number of such returns,

\[
\lambda=\frac14\left(1+\frac1{12}+\frac1{12^2}+\cdots\right)=\frac3{11}.
\]

The interstitial may well come back, but what matters for \(c\) is the difference between coming back to the same side and to another side.

## Where the result changes in real silicon

The chosen product \(x_ID_I\) gives a self-diffusivity of the rough size expected for silicon near 1100 °C. Only this product enters \(D^*\), so the agreement does not support the separate values chosen for \(C_I\) and \(D_I\). The result \(8/11\) belongs to the stated mechanism. Self-interstitials in silicon may also take split forms, in which two atoms share one site; their jump geometry differs, and this calculation does not give their factor.

Vacancies provide a parallel path. The same Markov-chain method, applied to vacancy jumps in cells of 216 and 512 sites and extrapolated linearly in the inverse number of sites, gives a vacancy correlation factor of 0.500. Let \(x_V\) be the number of vacancies per atom site and \(D_V\) their diffusivity. If \(x_VD_V\) is half of \(x_ID_I\), a rough assumption, vacancies add

\[
0.5\times0.5\times1.97\times10^{-15}=4.9\times10^{-16}\ \mathrm{cm^2/s},
\]

which is 34 % of the interstitial contribution. With this assumed ratio, the vacancy correction is larger than the changes found below when a tenth or a half of all events are direct hops. The ratio is uncertain, and the ordering depends on it: if \(x_VD_V\) were below about a sixth of \(x_ID_I\), the change from half of the events being direct hops would be the larger one. Dividing a measured tracer diffusivity by \(8/11\) to obtain \(x_ID_I\) is therefore justified only when the vacancy part is negligible or has been subtracted, and when interstitials move solely by replacement between T sites.

Direct hops between neighbouring T sites also alter the factor. In such a hop one atom carries the defect by \(s\), without replacement. Let a fraction \(h\) of all events be direct hops. For independent atomic jumps, the scaling argument becomes

\[
f_I\approx\frac{2(1-h)+h}{\tfrac83(1-h)+h}=\frac{3(2-h)}{8-5h}.
\]

This gives 0.760 for \(h=0.1\) and 0.818 for \(h=0.5\). The Markov chain with correlations included, in a periodic cell of 512 atom sites, gives 0.741 and 0.810. Enlarging the cell from 216 to 512 sites changed these values by less than \(10^{-4}\). With \(x_ID_I\) held fixed, \(D^*\) rises by about 2 % and 11 % above the result without hops. In the limit \(h\to1\) one atom carries the defect throughout, and \(f_I\to1\).

Thermal expansion matters less. With a rough linear coefficient of \(4\times10^{-6}\ \mathrm{K^{-1}}\), heating from 20 °C to 1100 °C raises \(x_I\) at fixed \(C_I\) by 1.3 %. It changes \(D^*\) in the same proportion at fixed \(D_I\), and leaves the ratio \(8/11\) untouched. The rounding of the lattice constant is the larger error: near 1100 °C \(a\) is about 0.545 nm, which raises \(D^*\) by about 3 % over the value found with 0.54 nm, so the third digit of \(D^*\) and of the diffusion length belongs to the round inputs and not to real silicon.
